# Karton-Martin extrapolation of the Hartree-Fock energy of N2: verification in Python

```python
# Hartree-Fock basis-set limit of N2 from the Karton-Martin form
#     E_L = E_inf + A (L+1) exp(-9 sqrt(L)),   L = highest angular momentum.
# Two energies give E_inf = E_(L+1) - (E_L - E_(L+1)) / (r - 1), with
#     r = (L+1)/(L+2) exp(9 (sqrt(L+1) - sqrt(L))).
# The reference limit is computed here without Gaussians, in the coordinates
# xi = cosh(mu) = (rA+rB)/R and eta = (rA-rB)/R.  Atomic units throughout.
# m, l: angular indices of orbitals; M, L: those of charge distributions.
import os
os.environ["OMP_NUM_THREADS"] = "1"
os.environ["OPENBLAS_NUM_THREADS"] = "1"
from math import factorial
import numpy as np
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy.linalg import eigh
from scipy.special import lpmv, hyp2f1
from scipy import constants
from pyscf import gto, scf

BOND = 2.068
CHARGE = 7
R_BOX = 20.0
half = BOND / 2

# ---------- two-centre quadrature grid ----------
xi_max = R_BOX / half
mu_max = np.arccosh(xi_max)
sinh_max = np.sinh(mu_max)
t, wt = leggauss(72)
mu, wmu = mu_max * (t + 1) / 2, wt * mu_max / 2
eta, weta = leggauss(52)
xi, sh = np.cosh(mu), np.sinh(mu)
weight = (half**3 * (xi[:, None]**2 - eta**2)
          * (sh * wmu)[:, None] * weta)
r_a = half * (xi[:, None] + eta)
r_b = half * (xi[:, None] - eta)


def radial(n, m, vanish_outside):
    """Polynomials in mu: values, mu-derivatives, values at the outer edge."""
    coef = np.diag(np.sqrt(np.arange(n) + 0.5))
    p, dp = legval(t, coef), legval(t, legder(coef))
    g, dg, g_end = np.ones_like(t), np.zeros_like(t), 1.0
    if m > 0:
        g, dg, g_end = g * (1 + t), dg * (1 + t) + g, 2 * g_end
    if vanish_outside:
        g, dg, g_end = g * (1 - t), dg * (1 - t) - g, 0.0
    return g * p, (dg * p + g * dp) * 2 / mu_max, g_end * np.diag(coef)


def angular(m, l_values):
    """Associated Legendre functions normalized on -1 < eta < 1."""
    return np.array([lpmv(m, l, eta) * np.sqrt(
        (l + 0.5) * factorial(l - m) / factorial(l + m)) for l in l_values])


def outer_slope(L, M):
    """d ln Q_L^M / d mu at the edge of the box."""
    a, b, c, z = (L + M + 2) / 2, (L + M + 1) / 2, L + 1.5, xi_max**-2
    ratio = a * b / c * hyp2f1(a + 1, b + 1, c + 1, z) / hyp2f1(a, b, c, z)
    return sinh_max * (M * xi_max / (xi_max**2 - 1)
                       - (L + M + 1) / xi_max - 2 * ratio / xi_max**3)


def build_kernel(n, L_top):
    """Factorized inverse of the Laplacian for M = 0, 1, 2."""
    kernel = []
    for M in range(3):
        h, dh, end = radial(n, M, False)
        k1 = (dh * sh * wmu) @ dh.T + M * M * (h * wmu / sh) @ h.T
        k2 = (h * sh * wmu) @ h.T
        rows = []
        for L in range(M, L_top + 1):
            edge = sinh_max * outer_slope(L, M) * np.outer(end, end)
            stiff = half * (k1 + L * (L + 1) * k2 - edge)
            g = np.linalg.inv(np.linalg.cholesky(stiff)) @ h
            rows.append((L, g, angular(M, [L])[0]))
        kernel.append(rows)
    return kernel


def self_repulsion(product, M, kernel):
    total = 0.0
    for L, g, theta in kernel[M]:
        b = g @ ((product * weight) @ theta)
        total += 2 * b @ b
    return total


def coulomb_potential(density, kernel):
    v = np.zeros_like(weight)
    for L, g, theta in kernel[0]:
        b = g @ ((density * weight) @ theta)
        v += 2 * np.outer(b @ g, theta)
    return v


# m, inversion parity, occupied orbitals, degeneracy: sigma_g, sigma_u, pi_u
BLOCKS = [(0, 0, 3, 1), (0, 1, 2, 1), (1, 1, 1, 2)]


def exchange_matrix(B, theta_l, m, parity, occupied, kernel):
    K = 0.0
    for f, m_i, parity_i in occupied:
        for s in ((0,) if m_i == 0 else (1, -1)):
            parts = []
            for L, g, theta in kernel[abs(m - s)]:
                if (L + parity + parity_i) % 2 == 0:
                    c = (theta_l * theta) @ (f * weight).T
                    y = (B[:, None, :] * c).reshape(-1, len(mu))
                    parts.append(y @ g.T)
            T = np.hstack(parts)
            K = K + 2 * T @ T.T
    return K


def numerical_hf(n_radial, l_top, kernel):
    """Self-consistent field without Gaussians: energy, orbital energies."""
    nuclear = -CHARGE * (1 / r_a + 1 / r_b)

    def screened(r):
        return -(1 + (CHARGE - 1) / (1 + 2 * np.expm1(r / 0.8))) / r

    basis, focks = [], []
    for m, parity, nocc, deg in BLOCKS:
        ls = np.array([l for l in range(m, l_top + 1) if l % 2 == parity])
        B, dB, _ = radial(n_radial, m, True)
        th = angular(m, ls)
        phi = np.einsum('ai,lj->alij', B, th).reshape(B.shape[0] * len(ls), -1)
        k1 = (dB * sh * wmu) @ dB.T + m * m * (B * wmu / sh) @ B.T
        k2 = (B * sh * wmu) @ B.T
        kin = half / 2 * (np.kron(k1, np.eye(len(ls)))
                          + np.kron(k2, np.diag(ls * (ls + 1.0))))
        S = (phi * weight.ravel()) @ phi.T
        X = np.linalg.inv(np.linalg.cholesky(S)).T
        core = kin + (phi * (nuclear * weight).ravel()) @ phi.T
        guess = (screened(r_a) + screened(r_b)) * weight
        start = kin + (phi * guess.ravel()) @ phi.T
        basis.append((B, th, phi, X, X.T @ core @ X))
        focks.append(X.T @ start @ X)
    history, errors = [], []
    for cycle in range(50):
        occupied, densities, levels = [], [], []
        rho = np.zeros_like(weight)
        for (m, parity, nocc, deg), (B, th, phi, X, core), F in zip(
                BLOCKS, basis, focks):
            eps, C = eigh(F, subset_by_index=[0, nocc - 1])
            densities.append(C @ C.T)
            levels += list(np.repeat(eps, deg))
            for f in ((X @ C).T @ phi).reshape(nocc, *weight.shape):
                occupied.append((f, m, parity))
                rho += 2 * deg * f**2
        v = (coulomb_potential(rho, kernel) * weight).ravel()
        energy, new, err = CHARGE**2 / BOND, [], []
        for (m, parity, nocc, deg), (B, th, phi, X, core), D in zip(
                BLOCKS, basis, densities):
            two = (phi * v) @ phi.T - exchange_matrix(
                B, th, m, parity, occupied, kernel)
            F = core + X.T @ two @ X
            F = (F + F.T) / 2
            energy += deg * np.sum(D * (core + F))
            new.append(F)
            err.append((F @ D - D @ F).ravel())
        history.append(new)
        errors.append(np.concatenate(err))
        if np.abs(errors[-1]).max() < 1e-4:
            return energy, np.sort(levels)
        history, errors = history[-8:], errors[-8:]
        k = len(errors)
        mat = -np.ones((k + 1, k + 1))
        mat[k, k] = 0
        gram = np.array(errors) @ np.array(errors).T
        mat[:k, :k] = gram / gram[-1, -1]
        rhs = np.zeros(k + 1)
        rhs[k] = -1
        mix = np.linalg.lstsq(mat, rhs, rcond=1e-14)[0][:k]
        focks = [sum(c * h[b] for c, h in zip(mix, history))
                 for b in range(len(BLOCKS))]
    raise AssertionError("numerical Hartree-Fock did not converge")


# ---------- test of the two-centre Coulomb kernel ----------
def slater_radial(k, g, r_top=14.0):
    """Double radial integral of r<^k / r>^(k+1) for one-centre products."""
    x, w = leggauss(120)
    u, wu = (x + 1) / 2, w / 2
    r1 = r_top * u
    r2 = r1[:, None] * u
    inner = (r2**(k + 2) * g(r2)) @ wu * r1
    return 2 * r_top * wu @ (r1**(1 - k) * g(r1) * inner)


z_s, z_p = 6.7, 2.0


def rad_s(r):
    return 2 * z_s**1.5 * np.exp(-z_s * r)


def rad_p(r):
    return (2 * z_p)**2.5 / np.sqrt(24) * r * np.exp(-z_p * r)


axis_distance = half * np.sqrt((xi[:, None]**2 - 1) * (1 - eta**2))
grid_s = rad_s(r_a) / np.sqrt(2)
grid_p = np.sqrt(3) / 2 * rad_p(r_a) * axis_distance / r_a
fine_kernel = build_kernel(36, 26)
kernel_tests = [
    (self_repulsion(grid_s**2, 0, fine_kernel),
     slater_radial(0, lambda r: rad_s(r)**2)),
    (self_repulsion(grid_s * grid_p, 1, fine_kernel),
     slater_radial(1, lambda r: rad_s(r) * rad_p(r)) / 3),
    (self_repulsion(grid_p**2, 2, fine_kernel),
     slater_radial(2, lambda r: rad_p(r)**2) * 6 / 25)]
kernel_error = max(abs(a - b) for a, b in kernel_tests)
assert kernel_error < 2e-6

# ---------- numerical limit with two discretizations ----------
e_coarse, _ = numerical_hf(22, 13, build_kernel(31, 22))
e_limit, levels_limit = numerical_hf(27, 16, fine_kernel)
assert abs(e_coarse - e_limit) < 1e-5


# ---------- Gaussian basis sets ----------
def gaussian_hf(letter, fit=None):
    mol = gto.M(atom=[['N', (0, 0, 0)], ['N', (0, 0, BOND)]], unit='Bohr',
                basis='cc-pV%sZ' % letter, verbose=0)
    mf = scf.RHF(mol)
    if fit is not None:
        mf = mf.density_fit(auxbasis={'N': fit})
    mf.conv_tol = 1e-9
    energy = mf.kernel()
    assert mf.converged
    top = max(mol.bas_angular(i) for i in range(mol.nbas))
    return energy, int(top), mol.nao_nr(), np.sort(mf.mo_energy[:7])


# even-tempered fitting set: lowest exponent and number of exponents per l
FIT = [(0.10, 19), (0.15, 14), (0.15, 11), (0.20, 9),
       (0.25, 7), (0.30, 6), (0.40, 5)]
fit_set = [[l, [low * 2.0**k, 1.0]]
           for l, (low, count) in enumerate(FIT) for k in range(count)]

energy, size = {}, {}
for letter in "DTQ":
    e, top, nao, _ = gaussian_hf(letter)
    energy[top], size[top] = e, nao
e_q_fit = gaussian_hf("Q", fit_set)[0]
e, top, nao, levels_5z = gaussian_hf("5", fit_set)
energy[top], size[top] = e, nao
assert sorted(energy) == [2, 3, 4, 5]
fit_error = e_q_fit - energy[4]
assert abs(fit_error) < 2e-5
level_gap = np.abs(levels_5z - levels_limit).max()
assert level_gap < 2e-3
basis_error = {L: energy[L] - e_limit for L in energy}
assert all(basis_error[L] > basis_error[L + 1] > 0 for L in (2, 3, 4))


# ---------- Karton-Martin extrapolation ----------
def shape(L):
    return (L + 1) * np.exp(-9 * np.sqrt(L))


results = {}
for L in (2, 3, 4):
    r = (L + 1) / (L + 2) * np.exp(9 * (np.sqrt(L + 1) - np.sqrt(L)))
    e_inf = energy[L + 1] - (energy[L] - energy[L + 1]) / (r - 1)
    # scaled unknown keeps the two linear equations well conditioned
    system = [[1, 1], [1, shape(L + 1) / shape(L)]]
    solved, lead = np.linalg.solve(system, [energy[L], energy[L + 1]])
    assert abs(solved - e_inf) < 1e-9
    left = e_inf - e_limit
    observed = basis_error[L] / basis_error[L + 1]
    alpha = (np.log((L + 2) / (L + 1) * observed)
             / (np.sqrt(L + 1) - np.sqrt(L)))
    from_errors = (r * basis_error[L + 1] - basis_error[L]) / (r - 1)
    assert abs(from_errors - left) < 1e-9
    assert (left > 0) == (alpha < 9)
    assert abs(left) < basis_error[L + 1]
    results[L] = (r, observed, alpha, e_inf, left, lead / shape(L))
assert abs(results[4][4]) < 3e-4
predicted_5z = results[3][3] + results[3][5] * shape(5)

# response of the Q5 estimate to a shift of the 5Z energy
r_q5 = results[4][0]
shift = 1e-3
moved = np.linalg.solve([[1, 1], [1, shape(5) / shape(4)]],
                        [energy[4], energy[5] + shift])[0]
amplification = (moved - results[4][3]) / shift
assert abs(amplification - r_q5 / (r_q5 - 1)) < 1e-8

# ---------- output ----------
to_kj = constants.value('Hartree energy') * constants.N_A / 1000
name = {2: 'DZ', 3: 'TZ', 4: 'QZ', 5: '5Z'}
print(f"bond length: {BOND:.3f} bohr")
print(f"radius of numerical box: {R_BOX:.1f} bohr")
print(f"largest Coulomb-kernel test error: {kernel_error:.1e} Eh")
print(f"numerical HF energy, coarse: {e_coarse:.7f} Eh")
print(f"numerical HF energy, fine (reference): {e_limit:.7f} Eh")
print(f"coarse minus fine: {(e_coarse - e_limit) * 1e6:.3f} microEh")
print(f"largest occupied-level gap, 5Z vs numerical: "
      f"{level_gap * 1e3:.3f} mEh")
print(f"density-fitting error at QZ: {fit_error * 1e6:.2f} microEh")
for L in (2, 3, 4, 5):
    print(f"cc-pV{name[L]}: L = {L}, {size[L]} functions, "
          f"E = {energy[L]:.6f} Eh, error = {basis_error[L] * 1e3:.3f} mEh")
for L in (2, 3, 4):
    r, observed, alpha, e_inf, left, amp = results[L]
    print(f"pair {name[L]}/{name[L + 1]}:")
    print(f"  model ratio r = {r:.4f}, observed ratio = {observed:.4f}")
    print(f"  effective exponent = {alpha:.3f} (model 9)")
    print(f"  amplitude A = {amp:.1f} Eh")
    print(f"  energy drop to larger basis = "
          f"{(energy[L] - energy[L + 1]) * 1e3:.3f} mEh")
    print(f"  extrapolated E_inf = {e_inf:.6f} Eh")
    print(f"  E_inf minus numerical limit = {left * 1e3:.3f} mEh")
    print(f"  error reduction vs larger basis = "
          f"factor {basis_error[L + 1] / abs(left):.2f}")
print(f"5Z energy predicted by TZ/QZ fit: {predicted_5z:.6f} Eh")
print(f"predicted minus computed 5Z: "
      f"{(predicted_5z - energy[5]) * 1e3:.3f} mEh")
print(f"amplification of a 5Z energy error: {amplification:.4f}")
print(f"QZ/5Z extrapolation error: {results[4][4] * to_kj:.3f} kJ/mol")
print(f"raw 5Z error: {basis_error[5] * to_kj:.3f} kJ/mol")
print("all tests passed")
```

Printed output:

```
bond length: 2.068 bohr
radius of numerical box: 20.0 bohr
largest Coulomb-kernel test error: 7.3e-14 Eh
numerical HF energy, coarse: -108.9938242 Eh
numerical HF energy, fine (reference): -108.9938252 Eh
coarse minus fine: 1.045 microEh
largest occupied-level gap, 5Z vs numerical: 0.928 mEh
density-fitting error at QZ: 0.01 microEh
cc-pVDZ: L = 2, 28 functions, E = -108.954553 Eh, error = 39.272 mEh
cc-pVTZ: L = 3, 60 functions, E = -108.984093 Eh, error = 9.732 mEh
cc-pVQZ: L = 4, 110 functions, E = -108.991735 Eh, error = 2.090 mEh
cc-pV5Z: L = 5, 182 functions, E = -108.993420 Eh, error = 0.405 mEh
pair DZ/TZ:
  model ratio r = 13.1032, observed ratio = 4.0354
  effective exponent = 5.295 (model 9)
  amplitude A = 3592.8 Eh
  energy drop to larger basis = 29.540 mEh
  extrapolated E_inf = -108.986534 Eh
  E_inf minus numerical limit = 7.291 mEh
  error reduction vs larger basis = factor 1.33
pair TZ/QZ:
  model ratio r = 8.9209, observed ratio = 4.6566
  effective exponent = 6.574 (model 9)
  amplitude A = 12669.4 Eh
  energy drop to larger basis = 7.642 mEh
  extrapolated E_inf = -108.992700 Eh
  E_inf minus numerical limit = 1.125 mEh
  error reduction vs larger basis = factor 1.86
pair QZ/5Z:
  model ratio r = 6.9747, observed ratio = 5.1545
  effective exponent = 7.719 (model 9)
  amplitude A = 25822.5 Eh
  energy drop to larger basis = 1.684 mEh
  extrapolated E_inf = -108.993702 Eh
  E_inf minus numerical limit = 0.124 mEh
  error reduction vs larger basis = factor 3.28
5Z energy predicted by TZ/QZ fit: -108.992562 Eh
predicted minus computed 5Z: 0.858 mEh
amplification of a 5Z energy error: 1.1674
QZ/5Z extrapolation error: 0.324 kJ/mol
raw 5Z error: 1.065 kJ/mol
all tests passed
```
